# Splitting Polar Hafnia's Displacements into Zone-Centre and X-Point Parts

## What an unseparated displacement list gets wrong

Subtract the atomic positions of fluorite from those of polar hafnia and the result is a list of twelve vectors. Read directly, the list misleads in two ways. First, the polar axis has no natural origin, so adding one vector to every atom changes all the entries and changes nothing physical. In the example below, holding the hafnium sublattice fixed gives a zone-centre amplitude of 78.6 pm, and removing the mean displacement gives 45.4 pm, for the same crystal. Second, the list mixes the uniform polar motion with three motions that alternate from one primitive cell to the next. These four motions have different wave vectors, so no product of two of them appears in the harmonic energy of fluorite.

The cure is an orthogonal projection. It needs a correct match of atoms to fluorite sites, a stated rule for the rigid shift, and a check that nothing was lost.

## Setting and site matching

The polar phase has space group Pca2$_1$ and 12 atoms per cell, 4 Hf and 8 O. Its axes are taken parallel to the cubic axes of fluorite, with edges $a,b,c$ and the polar axis along $c$. Displacements are fractional differences multiplied by these edges. Homogeneous strain is thereby kept out of them and must be reported separately.

The fluorite sites are $\mathbf r=\boldsymbol\tau_s+\mathbf t$, where $s$ labels three sublattices (Hf, O$_A$, O$_B$) with offsets $(0,0,0)$, $(\tfrac14,\tfrac14,\tfrac14)$, $(\tfrac34,\tfrac34,\tfrac34)$, and $\mathbf t$ is one of

$$\mathbf t_0=(0,0,0),\quad \mathbf t_1=(0,\tfrac12,\tfrac12),\quad \mathbf t_2=(\tfrac12,0,\tfrac12),\quad \mathbf t_3=(\tfrac12,\tfrac12,0).$$

The matching runs as follows.

1. Put a reference Hf site on any one Hf atom.
2. For every atom and every site of the same element, form the fractional difference and subtract the nearest integer from each component.
3. Choose the one-to-one assignment with the smallest sum of squared distances.
4. Move the reference origin by the mean displacement. Repeat from step 2 until the mean vanishes.

Step 3 minimizes the sum at a fixed origin. Step 4 minimizes it at a fixed assignment, as shown below. The sum therefore never rises. Unless two assignments tie, the result is a local minimum, but not necessarily the global one, so the start must be near the intended parent structure.

## The four components

The polar cell contains four fluorite primitive cells. A field with the period of the large cell can hold only wave vectors $\mathbf k$ with integer components, in units of $2\pi$ over the corresponding edge. Two of these are equivalent on the fluorite lattice if they differ by a vector whose components are all even or all odd. Four classes remain, represented by

$$\Gamma=(0,0,0),\quad X_x=(1,0,0),\quad X_y=(0,1,0),\quad X_z=(0,0,1).$$

Their phase factors $\chi_k(\mathbf t)=e^{2\pi i\,\mathbf k\cdot\mathbf t}$ are real. In the order $\mathbf t_0,\dots,\mathbf t_3$ they are

$$\chi_\Gamma=(+,+,+,+),\qquad \chi_x=(+,+,-,-),$$
$$\chi_y=(+,-,+,-),\qquad \chi_z=(+,-,-,+).$$

Multiplying any two rows entry by entry and adding gives

$$\sum_{\mathbf t}\chi_k(\mathbf t)\chi_{k'}(\mathbf t)=4\,\delta_{kk'} .$$

Write the displacement as $\mathbf u(s,\mathbf t)=\sum_k\chi_k(\mathbf t)\,\mathbf U_k(s)$. Multiplying by $\chi_{k'}(\mathbf t)$, summing over $\mathbf t$ and using orthogonality isolates one term:

$$\mathbf U_k(s)=\frac14\sum_{\mathbf t}\chi_k(\mathbf t)\,\mathbf u(s,\mathbf t).$$

For each sublattice and direction, four displacements become four coefficients, so the map is invertible. The squared length follows from the same relation:

$$\sum_{s,\mathbf t}|\mathbf u|^2=\sum_s\sum_{k,k'}\mathbf U_k(s)\cdot\mathbf U_{k'}(s)\sum_{\mathbf t}\chi_k\chi_{k'}=\sum_k A_k^2,\qquad A_k^2=4\sum_s|\mathbf U_k(s)|^2 .$$

$A_k$ is a root sum of squares over the 12-atom cell, without mass weights. It measures everything at one wave vector, which may include several distinct modes.

Calling a different fluorite cell $\mathbf t_0$ multiplies $\mathbf U_k$ by $\chi_k$ of the relabelling translation. Such a relabelling flips the signs of two X components together, or of none. Individual signs are therefore conventional, but the amplitudes and the sign of a product of one component from each X point do not depend on this choice.

## Removing the rigid shift

A rigid shift $\mathbf d$ is the same at every $\mathbf t$. Since $\sum_{\mathbf t}\chi_k=0$ for each X point, it enters $\Gamma$ alone. For a field $\mathbf u$ with zero mean,

$$\sum|\mathbf u+\mathbf d|^2=\sum|\mathbf u|^2+2\mathbf d\cdot\sum\mathbf u+12|\mathbf d|^2=\sum|\mathbf u|^2+12|\mathbf d|^2 .$$

The total is smallest at $\mathbf d=0$. Removing the unweighted mean is thus the rule that minimizes the total, and any other rule increases $A_\Gamma^2$ by $12|\mathbf d|^2$.

Let $\mathbf h,\mathbf o_A,\mathbf o_B$ be the three $\Gamma$ coefficients after removal. Zero mean requires $\mathbf h+\mathbf o_A+\mathbf o_B=0$. Using $|\mathbf o_A|^2+|\mathbf o_B|^2=\tfrac12|\mathbf o_A+\mathbf o_B|^2+\tfrac12|\mathbf o_A-\mathbf o_B|^2$,

$$A_\Gamma^2=4\left(|\mathbf h|^2+\tfrac12|\mathbf h|^2+\tfrac12|\mathbf o_A-\mathbf o_B|^2\right)=6|\mathbf h|^2+2|\mathbf o_A-\mathbf o_B|^2 .$$

The first term is polar: Hf moves against oxygen. The second has the two oxygen sublattices moving oppositely. If it vanishes, pinning Hf means $\mathbf d=-\mathbf h$, which gives $6|\mathbf h|^2+12|\mathbf h|^2=18|\mathbf h|^2$. The amplitude grows by $\sqrt3$.

## What Pca2$_1$ allows

The equivalent positions are $(x,y,z)$, $(-x,-y,z+\tfrac12)$, $(x+\tfrac12,-y,z)$ and $(\tfrac12-x,y,z+\tfrac12)$. A fractional displacement $(X,Y,Z)$ of the generating atom therefore appears on its images as $(X,Y,Z)$, $(-X,-Y,Z)$, $(X,-Y,Z)$, $(-X,Y,Z)$.

The generating fluorite sites are $(0,\tfrac14,\tfrac14)$ for Hf, $(\tfrac14,0,0)$ for O1 and $(\tfrac14,\tfrac12,0)$ for O2. Label their displacements $H$, 1 and 2, and take the generating Hf site as origin of the site labels. Sorting the images by $\mathbf t$ gives:

| | $\mathbf t_0$ | $\mathbf t_1$ | $\mathbf t_2$ | $\mathbf t_3$ |
|---|---|---|---|---|
| Hf, $x$ | $X_H$ | $-X_H$ | $-X_H$ | $X_H$ |
| Hf, $y$ | $Y_H$ | $-Y_H$ | $Y_H$ | $-Y_H$ |
| Hf, $z$ | $Z_H$ | $Z_H$ | $Z_H$ | $Z_H$ |
| O$_A$, $x$ | $-X_2$ | $X_1$ | $X_2$ | $-X_1$ |
| O$_A$, $y$ | $Y_2$ | $Y_1$ | $-Y_2$ | $-Y_1$ |
| O$_A$, $z$ | $Z_2$ | $Z_1$ | $Z_2$ | $Z_1$ |
| O$_B$, $x$ | $X_1$ | $-X_2$ | $-X_1$ | $X_2$ |
| O$_B$, $y$ | $-Y_1$ | $-Y_2$ | $Y_1$ | $Y_2$ |
| O$_B$, $z$ | $Z_1$ | $Z_2$ | $Z_1$ | $Z_2$ |

Now project each row. The Hf rows match $\chi_z$, $\chi_y$ and $\chi_\Gamma$. For oxygen the nonzero coefficients, before multiplication by the edge, are:

- $X_x$: $(X_1-X_2)/2$ along $x$ on both sublattices, and $\pm(Y_1+Y_2)/2$ along $y$.
- $X_y$: $\mp(Z_1-Z_2)/2$ along $z$.
- $X_z$: $\mp(X_1+X_2)/2$ along $x$, and $(Y_2-Y_1)/2$ along $y$ on both sublattices.
- $\Gamma$: $(Z_1+Z_2)/2$ along $z$ on both sublattices.

Upper signs refer to O$_A$, lower signs to O$_B$. Each oxygen coefficient occurs on two sublattices, so its square enters $A_k^2$ with weight $4\times2\times\tfrac14=2$. Each Hf coefficient enters with weight 4. Hence

$$A_{X_x}^2=2a^2(X_1-X_2)^2+2b^2(Y_1+Y_2)^2,$$
$$A_{X_y}^2=2c^2(Z_1-Z_2)^2+4b^2Y_H^2,$$
$$A_{X_z}^2=2a^2(X_1+X_2)^2+2b^2(Y_1-Y_2)^2+4a^2X_H^2 .$$

For $\Gamma$ the antiphase oxygen term vanishes, because both sublattices have the same coefficient. Let $\delta=c(Z_1+Z_2-2Z_H)/2$ be the oxygen displacement relative to Hf. With 8 O and 4 Hf atoms, removing the mean leaves $-2\delta/3$ on Hf and $\delta/3$ on oxygen, so

$$A_\Gamma^2=6\left(\frac{2\delta}{3}\right)^2=\frac83\delta^2=\frac23c^2(Z_1+Z_2-2Z_H)^2 .$$

The independent coefficients number 1, 2, 2 and 3 in the order $\Gamma,X_x,X_y,X_z$. Their sum, 8, equals nine structural coordinates less one free shift along $c$.

Two limits show how the polar and antipolar parts share the same oxygen motion. If $Z_1=Z_2$, all oxygens move together along $c$ and the $z$ part of $X_y$ vanishes. If $Z_1=-Z_2$ and $Z_H=0$, the $\Gamma$ part vanishes and the motion along $c$ is purely antipolar. When O1 alone moves along $c$, both parts must be present.

## Worked example

The edges are $a=0.525$, $b=0.500$ and $c=0.505$ nm. The coordinates are round model values:

- Hf $(-0.03,\,0.27,\,0.25)$
- O1 $(0.36,\,-0.07,\,-0.11)$
- O2 $(0.23,\,0.46,\,0)$

Subtracting the fluorite sites gives

$$H=(-0.03,0.02,0),\quad 1=(0.11,-0.07,-0.11),\quad 2=(-0.02,-0.04,0).$$

Each Hf has seven oxygen neighbours between 204.6 and 223.7 pm, and the eighth lies at 322.3 pm. The model thus has a clear sevenfold coordination.

One row shows the projection at work. The $x$ displacements on O$_A$ are $(10.5,\,57.75,\,-10.5,\,-57.75)$ pm. Then

$$U_{X_x}=\tfrac14(10.5+57.75+10.5+57.75)=34.125\ \text{pm},$$
$$U_{X_z}=\tfrac14(10.5-57.75+10.5-57.75)=-23.625\ \text{pm},$$

and the other two coefficients are zero.

The squared amplitudes follow from the closed forms, in pm$^2$:

$$A_\Gamma^2=\tfrac23(505)^2(0.11)^2=2057.2,$$
$$A_{X_x}^2=2(525)^2(0.13)^2+2(500)^2(0.11)^2=15366.1,$$
$$A_{X_y}^2=2(505)^2(0.11)^2+4(500)^2(0.02)^2=6571.6,$$
$$A_{X_z}^2=2(525)^2(0.09)^2+2(500)^2(0.03)^2+4(525)^2(0.03)^2=5907.4 .$$

| Component | $A$ (pm) | Share of total $A^2$ |
|---|---|---|
| $\Gamma$ | 45.4 | 6.9 % |
| $X_x$ | 124.0 | 51.4 % |
| $X_y$ | 81.1 | 22.0 % |
| $X_z$ | 76.9 | 19.8 % |

The sum is 29902.3 pm$^2$, equal to the direct sum over the matched atoms. Before shift removal the direct sum was 34016.7 pm$^2$. The removed mean is $-55.55/3=-18.517$ pm along $c$, and $12(55.55/3)^2$ accounts for the missing 4114.4 pm$^2$. The total amplitude is 172.9 pm.

The sum rule alone cannot detect a mislabelled wave vector. As a separate test, translation matrices were built from the site geometry and diagonalized; projection onto their eigenspaces reproduced all four $A_k^2$.

With the mean displacement removed, the polar component is the smallest of the four; with Hf pinned it would be 78.6 pm and exceed $X_z$, so the ranking depends on the shift rule. The largest, $X_x$, includes oxygen motion along $x$ with equal coefficients on both sublattices. Relative to the Hf origin, the column parallel to $x$ at $(y,z)=(\tfrac14,\tfrac14)$ holds O$_A$ at $\mathbf t_0$ and O$_B$ at $\mathbf t_1$, both with $\chi_x=+1$. The column at $(\tfrac34,\tfrac34)$ holds O$_A$ at $\mathbf t_1$ and O$_B$ at $\mathbf t_0$, also with $+1$. The columns at $(\tfrac14,\tfrac34)$ and $(\tfrac34,\tfrac14)$ hold only sites at $\mathbf t_2$ and $\mathbf t_3$, with $\chi_x=-1$. Each column therefore moves rigidly along $x$, and neighbouring columns move oppositely. This is the oxygen pattern of tetragonal hafnia.

## Polarization and coupling

To first order in displacement from fluorite, polarization is $\mathbf P=(e/V)\sum_i Z_i^*\mathbf u_i$. By symmetry, all atoms of one element have the same isotropic effective charge in fluorite. The X components then cancel because $\sum_{\mathbf t}\chi_k=0$, and a rigid shift cancels because the charges sum to zero. What remains is

$$P_z=\frac{8eZ_O^*\,\delta}{V}.$$

With round charges $Z_O^*=-2.5$ and $Z_{Hf}^*=5$, $\delta=-27.8$ pm and $V=0.13256$ nm$^3$, this gives 67.1 µC/cm$^2$. The result is proportional to the assumed charges: $Z_O^*=-2.9$ and $Z_{Hf}^*=5.8$ would give 77.9 µC/cm$^2$. Higher-order terms involving X components are outside this estimate.

The X components can still influence $\Gamma$ through the energy. A product of components is translation invariant if its phase factors multiply to one for every $\mathbf t$. The three X vectors add to $(1,1,1)$, and the components of each $\mathbf t$ add to 0 or 1, so $\chi_x\chi_y\chi_z=1$. Products of one component from each X point, with or without a $\Gamma$ factor, pass this condition. A product of two components from different X points fails it, since $\chi_x\chi_y=\chi_z$. Two components from the same X point pass it, since $\chi_x^2=1$, and so does their product with a $\Gamma$ component. The oxygen motions along $x$ and $y$ within $X_x$ are such a pair. Passing is necessary but not sufficient: rotations, reflections and inversion must also allow the term, and its coefficient needs an energy calculation.

## Error analysis

**Rigid-shift rule.** Removing the mean gives $A_\Gamma=45.4$ pm, fixing the centre of mass gives 67.2 pm, and fixing the mean Hf position gives 78.6 pm. These are conventions, not uncertainties, so a quoted $A_\Gamma$ needs its rule beside it. The X amplitudes are the same in all three.

**Strain and length scale.** Relative to a cube of equal volume, with edge 0.5099 nm, the strains along $a,b,c$ are 2.96, $-1.94$ and $-0.96$ %. Multiplying fractional displacements by the cubic edge instead changes the amplitudes to 45.8, 122.8, 81.9 and 74.9 pm. The largest change is about 2.5 % of the original value, in $X_z$.

**Coordinate rounding.** Suppose each generating coordinate has an independent uniform error within $\pm0.005$. Its standard deviation is $0.005/\sqrt3=0.0029$. For $\Gamma$, the combination $Z_1+Z_2-2Z_H$ has variance $1+1+4=6$ times that of one coordinate. The spread of $A_\Gamma$ is then

$$\sqrt{\tfrac23}\,\sqrt6\,c\,(0.0029)=2c\,(0.0029)\approx2.9\ \text{pm}.$$

The same linear propagation gives 3.0 pm for $X_x$, 2.9 pm for $X_y$ and 3.0 pm for $X_z$; 1000 random samples agree with all four values to within 0.1 pm. That is about 6 % of $A_\Gamma$ but 2.4 % of $A_{X_x}$. The small polar component is the least well determined in relative terms.

**Thermal snapshots.** Let every coordinate in a snapshot of one 12-atom cell carry independent noise of variance $\sigma^2$. Averaging over four translations gives each coefficient variance $\sigma^2/4$. With three sublattices, three directions and the factor 4 in $A_k^2$, the mean excess is $9\sigma^2$ at each X point. At $\Gamma$, removing the mean takes away $12\times3\sigma^2/12=3\sigma^2$, leaving $6\sigma^2$. If a larger simulation cell holds $N$ such cells and the displacements are first averaged over them, independent noise gives an excess $N$ times smaller.

For an Einstein oscillator,

$$\sigma^2=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

With the oxygen mass, $\hbar\omega=40$ meV and 300 K, $\sigma=7.1$ pm. The excess is 302 pm$^2$ at $\Gamma$ and 453 pm$^2$ at each X point, or 14.7 % of the static $A_\Gamma^2$ and 2.9 % of $A_{X_x}^2$. Using the oxygen value for Hf overstates its noise: with the Hf mass at the same frequency, both excesses would be about 30 % smaller. Real phonons also correlate the atoms. Averaging the positions before squaring suppresses this bias; averaging squared snapshot amplitudes retains it.

**Wrong sites.** If the four O1 atoms are assigned to sites half an edge away along $c$, taking the nearer periodic image and removing the mean again, the total amplitude rises from 172.9 to 353.7 pm. The sum rule still holds, because it is true for any assignment. It therefore cannot certify the matching. When an oxygen is followed along a switching path through a Hf plane, keeping its original site label makes its displacement continuous, even after another site becomes nearer. To obtain the distortion amplitudes of the switched end state, however, the sites must be matched afresh.

## Relation to real capacitors

The cell edges and sevenfold coordination are in the rough range of polar hafnia, but the coordinates were neither measured nor relaxed. The polarization of 67 µC/cm$^2$ rests on round charges, model coordinates and a first-order formula applied to O1 displacements near 80 pm, which are large enough to break a Hf–O bond, so it should be read as an estimate of scale. In a polycrystalline capacitor film the single-orientation assumption fails. If grain axes were random and each grain could only reverse its polarization along its own fixed axis, taking the sign favoured by the field, the mean of $\cos\theta$ over a hemisphere would be $\tfrac12$, lowering the model value to about 34 µC/cm$^2$. Non-polar grains would lower it further. Dopants, vacancies and domain walls also break the 12-atom periodicity; other wave vectors then appear, and the four-component sum is complete only for the periodically averaged cell. The remaining figures are in the numerical output.

## Calculated quantities

```
cell edges a b c (nm): [0.525 0.5   0.505]
Hf model / fluorite (fractional): [-0.03  0.27  0.25] / [0.   0.25 0.25]
O1 model / fluorite (fractional): [ 0.36 -0.07 -0.11] / [0.25 0.   0.  ]
O2 model / fluorite (fractional): [0.23 0.46 0.  ] / [0.25 0.5  0.  ]
Hf-O shortest, 7th, 8th (pm): [204.6 223.7 322.3]
removed mean shift x y z (pm): [  0.      0.    -18.517]
translations t (fractional): [[0.0, 0.0, 0.0], [0.0, 0.5, 0.5], [0.5, 0.0, 0.5], [0.5, 0.5, 0.0]]
sample O_A u_x at those t (pm): [ 10.5   57.75 -10.5  -57.75]
sample O_A U_x for Gamma,Xx,Xy,Xz (pm): [  0.     34.125   0.    -23.625]
Gamma z parts Hf,O_A,O_B (pm): [18.517 -9.258 -9.258]
Gamma: A=45.36 pm, A^2=2057.2 pm^2, share=6.88 %
X_x: A=123.96 pm, A^2=15366.1 pm^2, share=51.39 %
X_y: A=81.07 pm, A^2=6571.6 pm^2, share=21.98 %
X_z: A=76.86 pm, A^2=5907.4 pm^2, share=19.76 %
Gamma amplitude Hf xyz | O xyz (pm): [ 0.    0.   37.03] | [ 0.    0.   26.19]
X_x amplitude Hf xyz | O xyz (pm): [0. 0. 0.] | [96.52 77.78  0.  ]
X_y amplitude Hf xyz | O xyz (pm): [ 0. 20.  0.] | [ 0.    0.   78.56]
X_z amplitude Hf xyz | O xyz (pm): [31.5  0.   0. ] | [66.82 21.21  0.  ]
sum of four A^2 (pm^2): 29902.3
direct total squared (pm^2): 29902.3
total amplitude (pm): 172.92
squared total before shift removal (pm^2): 34016.7
squared shift part 12 d^2 (pm^2): 4114.4
Gamma A, mean removed (pm): 45.36
Gamma A, centre of mass fixed (pm): 67.15
Gamma A, Hf mean fixed (pm): 78.56
free amplitudes Gamma,Xx,Xy,Xz (count): [1, 2, 2, 3]
effective charges Hf, O (e): 5.0, -2.5
cell volume (nm^3): 0.13256
linear polarization along z (uC/cm2): 67.1
cubic comparison edge (nm): 0.50989
strain along a b c (%): [ 2.96 -1.94 -0.96]
A with cubic edge, Gamma,Xx,Xy,Xz (pm): [ 45.8  122.8   81.9   74.94]
coordinate rounding half-width (fractional): 0.005
rounding spread (1 s.d.) of four A (pm): [2.9 3.  3.  3. ]
total A with O1 on wrong sites (pm): 353.7
temperature (K): 300
Einstein energy (meV): 40
thermal rms per coordinate (pm): 7.09
thermal excess formula, Gamma and each X (pm^2): [301.9 452.9]
thermal excess sampled, four A^2 (pm^2): [302.1 452.  452.5 452.5]
thermal excess / static A^2 (%): [14.7  2.9  6.9  7.7]
```
